# Compton profiles of hydrogenic shells and the impulse approximation, part 2

A hard x-ray photon gives momentum $\mathbf k$ (along $z$) and energy $\omega$ to an electron in a hydrogenic atom. We ask how well the impulse approximation holds and what Compton profile $J(q)$ each shell has. Hartree atomic units are used, with a fixed point charge $Z$, a non-relativistic electron and $H=p^2/2+V$, $V=-Z/r$. The initial state $\psi$ has energy $E$, momentum function $\phi$ and density $\rho=|\phi|^2$. With $q=\omega/k-k/2$, the dynamic structure factor $S(k,\omega)=\sum_f|\langle f|e^{ikz}|\psi\rangle|^2\,\delta(\omega-E_f+E)$ obeys exactly

$$kS=\langle\psi|\,\delta(q-A)\,|\psi\rangle,\qquad A=p_z+\frac{H-E}{k}.$$

Dropping $(H-E)/k$ gives $kS\approx J(q)$, where for isotropic $\rho$

$$J(q)=2\pi\int_{|q|}^\infty p\,\rho(p)\,dp .$$

The Fourier transforms of $kS$ and $J$, with variable $s$, differ by at most $4Z\|\nabla\psi\|\,|s|/k$. For 1s, $\langle A\rangle=0$ and $\langle A^3\rangle=2Z^4/3k$; if $kS=J+F_1/k+F_2/k^2+\dots$, then $F_1$ is odd and $F_2$ even in $q$.

Write $P=p^2+p_0^2$. For 1s, $p_0=Z$, $\rho=8p_0^5/(\pi^2P^4)$ and

$$J(q)=\frac{8}{3\pi p_0\,(1+q^2/p_0^2)^3},$$

with full width $2p_0\sqrt{2^{1/3}-1}$; $J_1$ is the case $p_0=1$.

For any bound state, $E=-p_0^2/2$ defines $p_0$. The map $\xi=(2p_0\mathbf p,\;p_0^2-p^2)/P$ takes $\mathbf p$ to the unit sphere $S^3$, of volume $2\pi^2$, with $\chi$ the angle from the fourth axis. Then $|\xi-\xi'|^2=4p_0^2|\mathbf p-\mathbf p'|^2/PP'$ and $d\Omega=(2p_0/P)^3d^3p$. With $\phi=4p_0^{5/2}\Psi/P^2$, $|\Psi|^2d\Omega=P|\phi|^2d^3p/2p_0^2$ and

$$\Psi(\xi)=\frac{Z}{2\pi^2p_0}\int\frac{\Psi(\xi')}{|\xi-\xi'|^2}\,d\Omega' .$$

The harmonic polynomials of degree $j=n-1$ (zero Laplacian $\Delta$) form $\mathcal H_j$, of dimension $n^2$. Harmonics are complete on $S^3$, and different degrees are orthogonal. For an orthonormal basis $Y_a$ of $\mathcal H_j$, $K_j(\xi,\xi')=\sum_aY_a(\xi)Y_a^*(\xi')$ and

$$\sum_a|Y_a(\xi)|^2=\frac{n^2}{2\pi^2}.$$

Up to a factor, $K_j$ is the only member of $\mathcal H_j$ invariant under rotations that fix $\xi'$. To find it, note that $|x-\xi'|^{-2}$ is harmonic for $|x|<1$. With $x=t\xi$ and $\xi\cdot\xi'=\cos\gamma$,

$$\frac1{|t\xi-\xi'|^2}=\frac1{(1-te^{i\gamma})(1-te^{-i\gamma})}=\sum_jt^j\sum_{m=0}^je^{i(j-2m)\gamma}=\sum_jt^jU_j(\cos\gamma),$$

where $U_j(\cos\gamma)=\sin[(j+1)\gamma]/\sin\gamma$ is the Chebyshev polynomial of the second kind and $U_j(1)=n$, the number of terms in the inner sum. The term $t^jU_j$ is the degree-$j$ part of the Taylor series in $x$; it is harmonic because $\Delta$ cannot cancel terms of different degree against each other, and it has the required invariance. Matching the value at $\gamma=0$ gives $K_j=(n/2\pi^2)U_{n-1}(\xi\cdot\xi')$. Because $K_{j'}$ projects on $\mathcal H_{j'}$, a harmonic $Y$ of degree $j$ satisfies $\int Y(\xi')|t\xi-\xi'|^{-2}d\Omega'=t^j(2\pi^2/n)Y(\xi)$. The limit $t\to1$ may be taken under the integral: $|t\xi-\xi'|^2=(1-t)^2+t|\xi-\xi'|^2\ge t|\xi-\xi'|^2$, and the limiting kernel times the measure is $\sin^2\gamma/[4\sin^2(\gamma/2)]=\cos^2(\gamma/2)$, which is bounded. The eigenvalue is $2\pi^2/n$. Projecting the integral equation on any $Y$ of degree $n-1$ gives $c=(Z/np_0)\,c$ for the expansion coefficient $c$ of $\Psi$. By completeness some coefficient is nonzero, so $p_0=Z/n$, $E=-Z^2/2n^2$, and the shell $n$ is exactly $\mathcal H_{n-1}$, with $n^2$ states.

It remains to compare the norms. For two states of one shell,

$$\int\phi_1^*\phi_2\,d^3p=\int\frac{16p_0^5}{P^4}\,\frac{P^3}{8p_0^3}\,\Psi_1^*\Psi_2\,d\Omega=\int(1+\xi_4)\,\Psi_1^*\Psi_2\,d\Omega ,$$

since $1+\xi_4=2p_0^2/P$. Both $\Psi$ acquire the factor $(-1)^{n-1}$ under $\xi\to-\xi$, so their product is even and the term in $\xi_4$ integrates to zero. Orthonormal orbitals of a shell thus correspond to orthonormal harmonics. Combined with $\int|\Psi|^2d\Omega=(\langle p^2\rangle+p_0^2)/2p_0^2$, this also gives $\langle p^2\rangle=p_0^2$ for every state of the shell, so the bound on the impulse error becomes $4Zp_0|s|/k$. Summing over the orbitals,

$$\sum_{lm}|\phi_{nlm}(\mathbf p)|^2=\frac{16p_0^5}{P^4}\,\frac{n^2}{2\pi^2}=n^2\,\frac{8p_0^5}{\pi^2(p^2+p_0^2)^4}.$$

Divided by $n^2$ this is the 1s density with $p_0=Z/n$, and the integral already done gives the profile per electron,

$$J_n(q)=\frac{8}{3\pi p_0(1+q^2/p_0^2)^3}=\frac nZ\,J_1\!\Big(\frac{nq}{Z}\Big),$$

with $J_1$ on the right the hydrogen function. The profile is $n$ times narrower and $n$ times higher than that of 1s at the same $Z$. It describes one electron spread with equal incoherent weight over the $n^2$ orbitals, or a filled shell of $2n^2$ independent electrons in the bare Coulomb field, whose profile is $2n^2J_n$ with peak growing as $n^3$. In the filled case the Pauli principle removes transitions into occupied orbitals, but their weights $|\langle\psi_b|e^{ikz}|\psi_a\rangle|^2$, like the elastic term, are squares of Fourier transforms of integrable functions and vanish as $k\to\infty$. The density $P^{-4}$ is also the classical microcanonical one: $\int\delta(E-p^2/2+Z/r)\,4\pi r^2dr=4\pi r^4/Z$ at $r=2Z/P$, which is proportional to $P^{-4}$. The shell average agrees with it at every $n$, not only at large $n$.

The numerical check tests the chord and volume formulas, the dimension $n^2$, the eigenvalue and the three moments of $A$. It also builds $\phi_{nl}$ for $n=1$ to $4$ by numerical Hankel transform of the position-space Laguerre functions, without the sphere, and tests against them the shell density, the two-point sum $K_{n-1}$ and $J_n$.

A single subshell with $n>1$ does not have this shape for any $p_0$. For isotropic $\rho$, $J'(q)=-2\pi q\,\rho(|q|)$, so the shape requires $\rho\propto P^{-4}$, which has no zero. For $l>0$, $\phi(0)\propto\int\psi\,d^3r=0$ by the angular integral. For $l=0$ the harmonic is invariant under ordinary rotations, hence proportional to $U_{n-1}(\cos\chi)=\sin n\chi/\sin\chi$, which vanishes at $\chi=\pi/n$. The case $n=2$ shows the departure in closed form. The harmonics of degree one are $\xi_1,\dots,\xi_4$, each with $\int\xi_i^2d\Omega=2\pi^2/4$ by symmetry. The component $\xi_4$ is invariant under ordinary rotations and is 2s; the other three are 2p. Write $|\Psi|^2=g/2\pi^2$ and $\tau=P/p_0^2$, so $\xi_4=2/\tau-1$, $\rho=8g/(\pi^2p_0^3\tau^4)$, $p\,dp=p_0^2d\tau/2$ and $J=(8/\pi p_0)\int_{\tau_q}^\infty g\,\tau^{-4}d\tau$ with $\tau_q=1+q^2/p_0^2$. For 2s, $g=4\xi_4^2=4(4/\tau^2-4/\tau+1)$. For the average over the three 2p orbitals, $g=\tfrac43(1-\xi_4^2)=\tfrac{16}3(1/\tau-1/\tau^2)$. Integrating term by term,

$$J_{2s}=\frac{32}{\pi p_0}\Big(\frac4{5\tau_q^5}-\frac1{\tau_q^4}+\frac1{3\tau_q^3}\Big),\qquad J_{2p}=\frac{128}{3\pi p_0}\Big(\frac1{4\tau_q^4}-\frac1{5\tau_q^5}\Big).$$

In $J_{2s}+3J_{2p}$ the $\tau_q^{-5}$ terms ($128/5-128/5$) and the $\tau_q^{-4}$ terms ($-32+32$) cancel, leaving $32/(3\pi p_0\tau_q^3)=4J_2$. Any other isotropic weighting of 2s against 2p leaves them. The 2s density vanishes at $p=p_0$, where $\xi_4=0$, and the 2p density vanishes at $p=0$; each fills the gap of the other.

The ion He$^+$, $Z=2$, gives numbers. For $n=1$, $p_0=2$ and $J(0)=0.848826/2=0.424413$ a.u.; at $q=p_0$ the denominator is $2^3$ and $J=0.424413/8=0.053052$ a.u. For $n=1,2,3,4$ the peak values are $0.424413$, $0.848826$, $1.273240$ and $1.697653$ a.u., and the full widths are $2.039298$, $1.019649$, $0.679766$ and $0.509825$ a.u. The profiles from the Hankel transforms agree with the formula in all six printed decimals at $q/p_0=0,\,0.5,\,1,\,2$. The filled $n=2$ shell has peak $8\times0.848826=6.79061$ a.u. At $n=2$, where $p_0=1$, the subshells give $J_{2s}(0)=(32/\pi)(2/15)=1.358122$ and $J_{2p}(0)=(128/3\pi)(1/20)=0.679061$ a.u., and $(1.358122+3\times0.679061)/4=0.848826$. At $q=0.5$ the order is reversed, $0.236422$ against $0.500658$, and $(0.236422+3\times0.500658)/4=0.434599$, the shell value. At fixed $k$ the energy axis is $\omega=k^2/2+kq$. For $k=20$ a.u. the centre of the impulse profile lies at $200\ E_h=5442.3$ eV and the 1s width is $20\times2.039298=40.786\ E_h=1109.8$ eV; for $n=2$ it is $20.393\ E_h=554.9$ eV. The recoil speed is then roughly $0.15$ of the speed of light, so these figures are those of the impulse approximation within the non-relativistic model, and relativistic corrections set an upper end to the useful range $k\gg Z$. At $k=20$ the relativistic recoil energy $\sqrt{c^4+k^2c^2}-c^2$ of a free electron is $5413.6$ eV, about $29$ eV or $0.05$ a.u. in $q$ below $k^2/2$. On the scale $q=\omega/k-k/2$ such a shift changes $J$ at $q=1$ by about $6\%$, more than the impulse error computed next, which is therefore a property of the model and not the leading correction for a real ion at this $k$.

The exact $S$ for 1s can be computed to see how large the impulse error is. The Rayleigh expansion $e^{ikz}=\sum_li^l(2l+1)j_l(kr)P_l(\cos\theta)$, with $P_l=\sqrt{4\pi/(2l+1)}\,Y_{l0}$ and $\psi=u_{10}(r)/(r\sqrt{4\pi})$, gives a matrix element $i^l\sqrt{2l+1}\int u_{\kappa l}\,j_l(kr)\,u_{10}\,dr$ to the continuum state with $m=0$. With $u_{\kappa l}$ normalized per unit energy, the delta function is absorbed and

$$S=\sum_l(2l+1)\Big|\int_0^\infty u_{\kappa l}(r)\,j_l(kr)\,u_{10}(r)\,dr\Big|^2,\qquad \frac{\kappa^2}2=\omega-\frac{Z^2}2,\quad\kappa^2=k^2+2kq-Z^2 .$$

The program integrates the radial equations numerically and tests the solutions against independent Coulomb and Bessel functions. At $k=20$ a.u. it finds $kS=0.221267$ at $q=-1$ and $0.213561$ at $q=+1$, against $J=0.217300$ a.u.: the exact values lie $1.8\%$ above and $1.7\%$ below $J$. The odd part is $(0.213561-0.221267)/2=-3.853\times10^{-3}$ a.u.; it is $-7.701\times10^{-3}$ at $k=10$ and $-1.926\times10^{-3}$ at $k=40$. At $q=0$, where an odd term vanishes, the error is $-2.467\times10^{-3}$, $-6.155\times10^{-4}$ and $-1.54\times10^{-4}$ a.u. for $k=10,20,40$, the middle one being $0.15\%$ of $J(0)$; the further digit printed for $k=40$ lies within the error of the numerical integration. The ratios between $k=20$ and $k=40$ are $2.00$ and $4.00$, and the program tests them against $2$ and $4$, the values for a $1/k$ odd term and a $1/k^2$ even term. The odd part is negative at $q=1$ and, by the printed values $0.052814$ and $0.053619$ at $q=\pm2$, also at $q=2$, although $\langle A^3\rangle=2\cdot16/(3\cdot20)=0.5333$ a.u. is positive. There is no conflict. Since $\langle A\rangle=0$, the odd part has zero first moment and cannot keep one sign for $q>0$, and the positive third moment requires a region where it is positive and weighted strongly by $q^3$. The five computed points do not locate that region. Bethe's closed form of $S$ for 1s, quoted here without derivation, gives $F_1=ZJ(q)\,(\tfrac32x-2\arctan x)$ with $x=q/Z$. At $q=1$ this is $-0.0771$, matching $20\times(-3.853\times10^{-3})$, and it turns positive at $q\approx2.25$ a.u. for $Z=2$.

Neutral helium has a filled $n=1$ shell, but its electrons repel. In the restricted Hartree–Fock mean field the orbital cannot have the hydrogenic shape for any $p_0$. For isotropic $\rho$, differentiation gives $\rho(p)=-J'(p)/2\pi p$, so the shape forces $\rho\propto P^{-4}$. The momentum function of a real s orbital is real and continuous, and having no zero it is $\propto P^{-2}$, so $\psi\propto e^{-p_0r}$. The orbital equation then demands the potential $\varepsilon+\nabla^2\psi/2\psi=\varepsilon+p_0^2/2-p_0/r$. The actual potential is $-2/r$ plus the field of one spread-out electron, which is finite at the nucleus and tends to $1/r$ far away; this would need $p_0=2$ and $p_0=1$ at once.

The size of the departure was computed with 20 s-type Gaussians of exponents $a_i=0.04\times2^i$, which give $E=-2.861680\ E_h$ and kinetic energy $T=2.861679\ E_h$ (the basis-set limit is $2.861680$, equal to $-E$ by the virial theorem). A normalized Gaussian $(2a/\pi)^{3/4}e^{-ar^2}$ has the transform $(2a/\pi)^{3/4}(2a)^{-3/2}e^{-p^2/4a}$. With orbital coefficients $c_a$, $g_a=c_a(2a/\pi)^{3/4}(2a)^{-3/2}$ and $\beta_{ab}=1/4a+1/4b$, the integral $2\pi\int_{|q|}^\infty pe^{-\beta p^2}dp=(\pi/\beta)e^{-\beta q^2}$ gives the two-electron profile $2\pi\sum_{ab}g_ag_b\,e^{-\beta_{ab}q^2}/\beta_{ab}$. Its norm, its second moment $2T/3$ and the stability of $J(0)$ against a second basis are tested. The values, in atomic units, are:

| $q$ | RHF | $p_0=2$ | $p_0=1.6916$ | $p_0=1.5859$ |
|---|---|---|---|---|
| 0 | 1.0705 | 0.8488 | 1.0035 | 1.0705 |
| 0.5 | 0.7911 | 0.7077 | 0.7806 | 0.8056 |
| 1 | 0.3820 | 0.4346 | 0.4084 | 0.3921 |
| 2 | 0.0680 | 0.1061 | 0.0728 | 0.0616 |

The last three columns are $2J$ of hydrogenic shape. The bare charge gives a peak $21\%$ below the Hartree–Fock one. Two electrons with $\langle p^2\rangle=p_0^2$ have $T=p_0^2$, so matching the kinetic energy gives $p_0=\sqrt{2.861679}=1.6916$; the peak is then $6\%$ below and the value at $q=2$ is $7\%$ above Hartree–Fock. Matching the peak gives $p_0=16/(3\pi\times1.0705)=1.5859$, and at $q=2$ the hydrogenic shape is $0.9059$ of the Hartree–Fock value, $9\%$ below it. These comparisons are within the mean field and the impulse approximation; electron correlation is not included.

## Values computed for the example and the checks

```
He+ shells, Z = 2, atomic units; J per electron at q/p0 = 0, 0.5, 1, 2
J_1(0) for Z=1 = 0.848826 a.u.
n=1 p0 = 2.000000, FWHM = 2.039298, <q^2> = 1.333333, filled 2n^2 J(0) = 0.848826 a.u.
n=1 J formula (a.u.): 0.424413 0.217300 0.053052 0.003395
n=1 J Hankel  (a.u.): 0.424413 0.217300 0.053052 0.003395
n=2 p0 = 1.000000, FWHM = 1.019649, <q^2> = 0.333333, filled 2n^2 J(0) = 6.790611 a.u.
n=2 J formula (a.u.): 0.848826 0.434599 0.106103 0.006791
n=2 J Hankel  (a.u.): 0.848826 0.434599 0.106103 0.006791
n=3 p0 = 0.666667, FWHM = 0.679766, <q^2> = 0.148148, filled 2n^2 J(0) = 22.918312 a.u.
n=3 J formula (a.u.): 1.273240 0.651899 0.159155 0.010186
n=3 J Hankel  (a.u.): 1.273240 0.651899 0.159155 0.010186
n=4 p0 = 0.500000, FWHM = 0.509825, <q^2> = 0.083333, filled 2n^2 J(0) = 54.324887 a.u.
n=4 J formula (a.u.): 1.697653 0.869198 0.212207 0.013581
n=4 J Hankel  (a.u.): 1.697653 0.869198 0.212207 0.013581
2s alone J (a.u.): 1.358122 0.236422 0.042441 0.013473
2p alone J (a.u.): 0.679061 0.500658 0.127324 0.004563
He+ 1s at q = -2, -1, 0, 1, 2 a.u.
impulse J (a.u.): 0.053052 0.217300 0.424413 0.217300 0.053052
k=10 exact kS (a.u.): 0.054747 0.225441 0.421946 0.210039 0.052782
k=10 odd part at q=1: -7.701e-03, error at q=0: -2.467e-03, <A^3> = 1.0667 a.u.
k=20 exact kS (a.u.): 0.053619 0.221267 0.423798 0.213561 0.052814
k=20 odd part at q=1: -3.853e-03, error at q=0: -6.155e-04, <A^3> = 0.5333 a.u.
k=40 exact kS (a.u.): 0.053283 0.219255 0.424259 0.215402 0.052901
k=40 odd part at q=1: -1.926e-03, error at q=0: -1.537e-04, <A^3> = 0.2667 a.u.
ratios k=20 to k=40: odd part 2.000, error at q=0 4.004
k = 20 a.u.: peak k^2/2 = 200.00 Eh = 5442.3 eV
k = 20 a.u., n=1: energy FWHM = 40.7860 Eh = 1109.8 eV
k = 20 a.u., n=2: energy FWHM = 20.3930 Eh = 554.9 eV
He RHF, 20 s exponents 0.04*2^i: E = -2.861680 Eh, T = 2.861679 Eh
He two-electron J at q = 0, 0.5, 1, 2 a.u.
RHF (a.u.): 1.0705 0.7911 0.3820 0.0680
p0 = 2.0000 bare Z (a.u.): 0.8488 0.7077 0.4346 0.1061
p0 = 1.6916 matched to T (a.u.): 1.0035 0.7806 0.4084 0.0728
p0 = 1.5859 matched to J(0) (a.u.): 1.0705 0.8056 0.3921 0.0616
J(0)-matched shape over RHF at q=2: 0.9059
```
